# Valley repopulation and the donor hyperfine constant under [100] stress, part 1

(Sections cited here and not found follow in the second part.)

## First half: the formula and its derivation

### Result

A shallow donor in silicon binds its electron in a superposition of states from six conduction-band valleys. Uniaxial stress along [100] moves the two valleys on the stress axis relative to the other four and so redistributes the electron among them. If nothing but this redistribution is allowed to change, the contact hyperfine constant $A$ follows the Wilson-Feher formula

$$\frac{A(\chi)}{A(0)}=\frac12\left[1+\frac{1+\chi/6}{\sqrt{1+\chi/3+\chi^2/4}}\right],\qquad \chi=\frac{2D}{W}. \tag{1}$$

Here $D$ is the energy shift of the $\pm x$ valleys relative to the $\pm y$ and $\pm z$ valleys, and $W$ is the splitting, without strain, between the singlet ground state and the doublet of the donor's 1s manifold. Tension counts as positive stress. In silicon, compression along [100] makes $D$ and $\chi$ negative.

The derivative of (1) has a compact form,

$$\frac{d}{d\chi}\frac{A(\chi)}{A(0)}=-\frac{\chi}{9}\left(1+\frac{\chi}{3}+\frac{\chi^2}{4}\right)^{-3/2}, \tag{2}$$

which vanishes at $\chi=0$: there is no linear term. For strong compression the ratio tends to $1/3$, and for strong tension to $2/3$.

These are statements about repopulation. Uniaxial stress also changes the volume of the crystal, which can change $A$ linearly, and a large valley shift alters the shape of the donor envelope, which moves the limit away from one third. Both effects are examined in the second half.

### The hyperfine constant as a sum over valleys

Write the donor wave function as

$$\psi(\mathbf r)=\sum_{j=1}^{6}\alpha_j\,\Phi_j(\mathbf r),\qquad \Phi_j(\mathbf r)=F_j(\mathbf r)\,u_j(\mathbf r),\qquad \sum_j|\alpha_j|^2=1. \tag{3}$$

The index $j$ runs over the valleys $+x,-x,+y,-y,+z,-z$. The function $u_j$ is the Bloch function at the minimum of valley $j$, including its plane-wave factor, and $F_j$ is a slowly varying envelope. Functions of different valleys are taken as orthogonal, because their product oscillates rapidly on the scale of the envelope.

The contact interaction is proportional to the electron density at the nucleus, which is placed at the origin:

$$A=C\,|\psi(0)|^2=C\,\Big|\sum_j\alpha_j\Phi_j(0)\Big|^2. \tag{4}$$

The constant $C$ contains the magnetic moments and does not depend on strain in this treatment.

The six numbers $\Phi_j(0)$ can be made equal. A substitutional donor has tetrahedral site symmetry, with 24 operations that leave the origin fixed. Four of them leave the $+x$ direction fixed: the identity, the half-turn about $x$, and the reflections in the two planes $y=\pm z$. The valley function $\Phi_{+x}$ of silicon is invariant under these four. The remaining operations carry $+x$ into the other five directions, four operations to each. Define $\Phi_j$ as the image of $\Phi_{+x}$ under any operation that carries $+x$ to $j$. The choice among the four does not matter, since they differ by an operation that leaves $\Phi_{+x}$ unchanged. The origin is a fixed point, so each image has the same value there:

$$\Phi_j(0)=\Phi_{+x}(0)\quad\text{for all }j. \tag{5}$$

This definition fixes the relative phases of the six functions. With (5), equation (4) becomes

$$A=C\,|\Phi_{+x}(0)|^2\,\Big|\sum_j\alpha_j\Big|^2. \tag{6}$$

The ground state without strain will turn out to have $\alpha_j=1/\sqrt6$ for every valley. Its sum is $6/\sqrt6=\sqrt6$, whose square is 6. If $\Phi_{+x}(0)$ is held fixed under strain, then

$$\frac{A}{A(0)}=\frac16\Big|\sum_j\alpha_j\Big|^2. \tag{7}$$

The right-hand side is the squared overlap of the state with the vector whose components are all $1/\sqrt6$. Thus the hyperfine constant measures the weight of the symmetric singlet in the ground state. It measures interference between valleys, and not the valley populations $|\alpha_j|^2$ alone.

### Couplings and levels without strain

In effective-mass theory without coupling between valleys, the six 1s states are degenerate. The potential near the donor nucleus varies on the scale of the unit cell and scatters the electron from one valley to another. Let $g$ be the matrix element between opposite valleys, such as $+x$ and $-x$, and $f$ that between perpendicular valleys, such as $+x$ and $+y$.

Symmetry allows no further constants. The four operations that fix $+x$ carry $+y$ into $+y,-y,+z,-z$, so the elements between $+x$ and its four perpendicular neighbours are equal. The other operations extend this to every ordered perpendicular pair. Since the pair in reversed order is included, and the Hamiltonian is Hermitian, $f=f^*$ is real. The same argument applied to opposite pairs makes $g$ real.

Measure energies from the common diagonal element. A vector $\alpha$ with energy $E$ then obeys, for the valley $+x$,

$$g\,\alpha_{-x}+f\,(\alpha_{+y}+\alpha_{-y}+\alpha_{+z}+\alpha_{-z})=E\,\alpha_{+x}, \tag{8}$$

and five similar equations hold for the other valleys. Three kinds of solution exhaust the six dimensions.

If all components are equal, (8) gives $E=g+4f$. This is the singlet $A_1$.

If the vector is odd on one axis, with $\alpha_{+x}=-\alpha_{-x}$ and the rest zero, then (8) gives $E=-g$. In the equations for the perpendicular valleys the two contributions cancel, as required. There is one such state for each axis, and together they form the triplet $T_2$.

If the vector is even on each axis, with values $a,b,c$ on the $x,y,z$ pairs and $a+b+c=0$, then (8) gives $ga+2f(b+c)=(g-2f)a$. The other axes give the same energy. Two independent choices exist, and they form the doublet $E$. In summary,

$$E(A_1)=g+4f,\qquad E(T_2)=-g,\qquad E(E)=g-2f. \tag{9}$$

For a substitutional donor such as phosphorus the singlet lies lowest, so $f<0$. Define $\Delta_c=-f>0$. Then

$$W=E(E)-E(A_1)=-6f=6\Delta_c. \tag{10}$$

The opposite-valley coupling $g$ has dropped out of $W$. The formula therefore does not require $g=f$.

The doublet and the triplet both have zero amplitude at the nucleus, because their components sum to zero. This fact will explain the missing linear term.

### Valley shifts under stress

To first order in strain, the minimum of a valley on axis $i$ moves by

$$\delta E_i=\Xi_d\,(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+\Xi_u\,\varepsilon_{ii}, \tag{11}$$

where $\Xi_d$ and $\Xi_u$ are the deformation potentials of the conduction band. The first term moves all valleys alike and cannot change the $\alpha_j$. For stress along $x$, cubic symmetry gives $\varepsilon_{yy}=\varepsilon_{zz}$, so the relevant shift is

$$D=\delta E_x-\delta E_y=\Xi_u(\varepsilon_{xx}-\varepsilon_{yy}). \tag{12}$$

With elastic constants $c_{11}$ and $c_{12}$, a stress $\sigma$ along $x$ and free side faces require

$$\sigma=c_{11}\varepsilon_{xx}+2c_{12}\varepsilon_{yy},\qquad 0=c_{12}\varepsilon_{xx}+(c_{11}+c_{12})\varepsilon_{yy}. \tag{13}$$

Subtracting the second equation from the first leaves $(c_{11}-c_{12})(\varepsilon_{xx}-\varepsilon_{yy})$ on the right. Adding twice the second equation to the first leaves $(c_{11}+2c_{12})(\varepsilon_{xx}+2\varepsilon_{yy})$. Hence

$$\varepsilon_{xx}-\varepsilon_{yy}=\frac{\sigma}{c_{11}-c_{12}},\qquad \varepsilon_{xx}+2\varepsilon_{yy}=\frac{\sigma}{c_{11}+2c_{12}}. \tag{14}$$

The first combination drives repopulation, and the second is the volume strain. Since $\Xi_u>0$ and $c_{11}>c_{12}$ in silicon, compression makes $D$ negative and lowers the $x$ valleys.

### Reduction to two states

The stress treats $+x$ and $-x$ alike, and it treats the other four valleys alike. The singlet has the same symmetry. It can therefore mix only within the space spanned by

$$|X\rangle=\frac{|{+x}\rangle+|{-x}\rangle}{\sqrt2},\qquad |Y\rangle=\frac{|{+y}\rangle+|{-y}\rangle+|{+z}\rangle+|{-z}\rangle}{2}. \tag{15}$$

The matrix elements follow by counting. In $|X\rangle$ the valley shift gives $D$, and the coupling of the two opposite valleys gives $g$. In $|Y\rangle$ each of the four valleys couples to its opposite through $g$ and to two perpendicular members through $f$, which gives $g+2f$. Between the two states there are $2\times4=8$ perpendicular pairs, each with weight $1/(2\sqrt2)$, which gives $8f/(2\sqrt2)=2\sqrt2\,f$. With $f=-\Delta_c$, and with the common term $g$ removed,

$$H=\begin{pmatrix}D&-2\sqrt2\,\Delta_c\\-2\sqrt2\,\Delta_c&-2\Delta_c\end{pmatrix}. \tag{16}$$

At $D=0$ the eigenvalues are $-4\Delta_c$ and $2\Delta_c$, in agreement with (9) after removal of $g$.

Separate the mean of the diagonal elements from half their difference:

$$H=\frac{D-2\Delta_c}{2}\,\mathbb 1+\begin{pmatrix}a&-b\\-b&-a\end{pmatrix},\qquad a=\Delta_c+\frac D2,\qquad b=2\sqrt2\,\Delta_c. \tag{17}$$

The second matrix has eigenvalues $\pm R$ with $R=\sqrt{a^2+b^2}$. For a state $\cos\theta\,|X\rangle+\sin\theta\,|Y\rangle$ its expectation value is

$$a(\cos^2\theta-\sin^2\theta)-2b\sin\theta\cos\theta=a\cos2\theta-b\sin2\theta. \tag{18}$$

This reaches its minimum $-R$ when the unit vector $(\cos2\theta,\sin2\theta)$ points opposite to $(a,-b)$:

$$\cos2\theta=-\frac aR,\qquad \sin2\theta=\frac bR. \tag{19}$$

Since $b>0$, $\sin2\theta$ is positive and both amplitudes can be taken positive. The valleys then add constructively at the nucleus.

### The contact density

The two components of $|X\rangle$ sum to $2/\sqrt2=\sqrt2$, and the four components of $|Y\rangle$ sum to $4/2=2$. Equation (7) becomes

$$\frac{A}{A(0)}=\frac{(\sqrt2\cos\theta+2\sin\theta)^2}{6}
=\frac{\cos^2\theta}{3}+\frac{2\sin^2\theta}{3}+\frac{2\sqrt2}{3}\sin\theta\cos\theta. \tag{20}$$

Insert $\cos^2\theta=(1+\cos2\theta)/2$, $\sin^2\theta=(1-\cos2\theta)/2$ and $\sin\theta\cos\theta=\tfrac12\sin2\theta$:

$$\frac{A}{A(0)}=\frac12-\frac{\cos2\theta}{6}+\frac{\sqrt2}{3}\sin2\theta. \tag{21}$$

With (19), and with $\tfrac{\sqrt2}{3}\,b=\tfrac43\Delta_c$,

$$\frac{A}{A(0)}=\frac12+\frac1R\left(\frac a6+\frac{4\Delta_c}{3}\right)
=\frac12+\frac1R\left(\frac{3\Delta_c}{2}+\frac D{12}\right). \tag{22}$$

Now use $\chi=2D/W=D/(3\Delta_c)$, so that $D=3\Delta_c\chi$. The bracket is

$$\frac{3\Delta_c}{2}+\frac{\Delta_c\chi}{4}=\frac{3\Delta_c}{2}\left(1+\frac\chi6\right), \tag{23}$$

and the square of $R$ is

$$R^2=\left(\Delta_c+\frac D2\right)^2+8\Delta_c^2=9\Delta_c^2+\Delta_cD+\frac{D^2}{4}
=9\Delta_c^2\left(1+\frac\chi3+\frac{\chi^2}4\right). \tag{24}$$

Dividing (23) by $R$ cancels $3\Delta_c$ and leaves the factor $1/2$, which gives (1).

The formula was tested against direct diagonalization of the six-valley matrix for the coupling pairs $(g,f)=(-1,-1)$, $(-0.4,-2)$ and $(-3,-0.7)$ in arbitrary units, at nine values of $\chi$ from $-200$ to $200$. The ratios agreed within $10^{-10}$.

### Which state is lowest

Equation (1) describes the lower symmetric state. It must also lie below the states outside the space (15). Let $\lambda$ be the lower eigenvalue of (16), so that the energy of the symmetric state is $g+\lambda$. Because the off-diagonal element is not zero, $\lambda$ lies below both diagonal elements: $\lambda<D$ and $\lambda<-2\Delta_c$.

The competitors are the odd $x$ state at $-g+D$, the odd $y$ and $z$ states at $-g$, and the remaining even state, proportional to $|{+y}\rangle+|{-y}\rangle-|{+z}\rangle-|{-z}\rangle$, at $g+2\Delta_c$. If $g\le0$, then $g\le-g$, and the two inequalities for $\lambda$ place $g+\lambda$ below every competitor at any stress. For $g>0$ this can fail: under strong compression $\lambda$ approaches $D$, and the odd $x$ state, with zero density at the nucleus, then becomes the ground state. The sizes of the level splittings of phosphorus in silicon give $g<0$, as the example below shows.

## Second half: response, limits and validity

### Symbols and results carried over

The six-valley amplitudes are $\alpha_j$. The $x$ valleys are shifted by $D$ relative to the others, $W=6\Delta_c$ is the singlet-doublet splitting, and $\chi=2D/W$. The opposite-valley and perpendicular-valley couplings are $g$ and $f=-\Delta_c$. The stress $\sigma$ is negative for compression. With the envelope at the nucleus held fixed, $A/A(0)=|\sum_j\alpha_j|^2/6$ by (7), which leads to (1). The states $|X\rangle$ and $|Y\rangle$ are the symmetric combinations on the $x$ pair and on the other four valleys.

The Wilson-Feher formula (1) has now been derived from the redistribution of the electron among six valleys, with the envelope at the nucleus held fixed. What remains is to show why the linear term is absent and how the ratio saturates, to work through phosphorus in silicon, and to examine envelope relaxation, volume strain, alignment and temperature.
